**True muonium: binding, hyperfine splitting and decay into an electron pair**

For two muons of mass m, the leading-order ground state has binding energy α²mc²/4, triplet-singlet splitting (7/12)α⁴mc² and triplet decay rate α⁵mc²F/(6ħ) into an electron pair. Here α is the fine-structure constant, F = (1 + r/2)√(1 − r), and r is the squared ratio of electron to muon mass. The program asserts the binding energy and contact density against a radial grid solution, for both positronium and true muonium. It asserts the two parts of the splitting and the level order by diagonalising a spin Hamiltonian built from Dirac spinors and an angular quadrature. A pair mode coupled to a photon mode tests the sign and size of the virtual-photon shift. Covariant Dirac traces test the decay rate at three values of the final lepton mass. At leading order the binding energy is about 1.41 keV, the splitting about 42.3 THz and the lifetime about 1.81 ps for the electron-pair channel alone. Electron loops and other higher-order corrections are not included.

## Check in Python

```python
"""Leading-order ground state of true muonium (mu+ mu-), mass m per particle:
  binding energy            B     = alpha^2 m c^2 / 4
  triplet-singlet splitting Delta = (7/12) alpha^4 m c^2  (1/3 contact, 1/4 annihilation)
  triplet -> e+ e- rate     Gamma = alpha^5 m c^2 F / (6 hbar),
      F = (1 + r/2) sqrt(1 - r),  r = (electron mass / muon mass)^2.
The same B and Delta with the electron mass describe positronium.
alpha: fine-structure constant; density: |psi(0)|^2 of the relative motion.
Closed electron loops and other higher-order corrections are not included.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal

hbar, h, c, e = sc.hbar, sc.h, sc.c, sc.e
eps0, mu0, alpha = sc.epsilon_0, sc.mu_0, sc.fine_structure
m_e = sc.m_e
m_mu = sc.physical_constants["muon mass"][0]


def bohr_radius(m):
    return 2 * hbar / (alpha * m * c)


def contact_density(m):
    return (alpha * m * c / hbar) ** 3 / (8 * np.pi)


def binding(m):
    return alpha**2 * m * c**2 / 4


def mass_factor(r):
    return (1 + r / 2) * np.sqrt(1 - r)


# --- Radial Schroedinger equation on a grid, energies in eV ---
def grid_ground_state(m, step_fraction):
    reduced = m * m / (m + m)
    step = step_fraction * bohr_radius(m)
    radius = step * np.arange(1, int(25 / step_fraction))
    hop = hbar**2 / (2 * reduced * step**2) / e
    potential = -e / (4 * np.pi * eps0 * radius)
    value, vector = eigh_tridiagonal(
        2 * hop + potential, -hop * np.ones(len(radius) - 1),
        select="i", select_range=(0, 0))
    u = vector[:, 0] / np.sqrt(step)
    slope = (4 * u[0] - u[1]) / (2 * step)
    return -value[0], slope**2 / (4 * np.pi)


grid_B_mu, grid_density_mu = grid_ground_state(m_mu, 0.010)
grid_B_ps, grid_density_ps = grid_ground_state(m_e, 0.013)
# Tolerances cover the quadratic error of the finite-difference grid.
assert abs(grid_B_mu / (binding(m_mu) / e) - 1) < 2e-4
assert abs(grid_B_ps / (binding(m_e) / e) - 1) < 2e-4
assert abs(grid_density_mu / contact_density(m_mu) - 1) < 2e-3
assert abs(grid_density_ps / contact_density(m_e) - 1) < 2e-3
assert abs(grid_B_mu / grid_B_ps / (m_mu / m_e) - 1) < 2e-4

# --- Dirac matrices and direction quadrature ---
one2 = np.eye(2)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
gamma = [np.kron(np.diag([1, -1]), one2).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in sigma]
metric = np.diag([1.0, -1.0, -1.0, -1.0])

cosines, weights = np.polynomial.legendre.leggauss(8)
azimuths = 2 * np.pi * np.arange(16) / 16
directions, direction_weights = [], []
for z, w in zip(cosines, weights):
    for phi in azimuths:
        s = np.sqrt(1 - z * z)
        directions.append([s * np.cos(phi), s * np.sin(phi), z])
        direction_weights.append(w / 2 / 16)
directions = np.array(directions)
direction_weights = np.array(direction_weights)
transverse = np.eye(3) - np.einsum("q,qi,qj->ij", direction_weights,
                                   directions, directions)
assert np.allclose(transverse, 2 / 3 * np.eye(3), atol=1e-12)

# --- Transition current of a pair at rest, for all four spin states ---
particle = [np.eye(4, dtype=complex)[k] for k in (0, 1)]
antiparticle = [1j * gamma[2] @ u.conj() for u in particle]
current = np.array([[v.conj() @ gamma[0] @ gamma[i] @ u
                     for u in particle for v in antiparticle]
                    for i in (1, 2, 3)])
current_square = sum(np.outer(j.conj(), j) for j in current)
assert np.allclose(np.linalg.eigvalsh(current_square), [0, 2, 2, 2], atol=1e-12)

# --- Spin Hamiltonian: dipole contact term plus annihilation term ---
m = m_mu
density = contact_density(m)
magneton = e * hbar / (2 * m)
moment_minus = [-magneton * np.kron(s, one2) for s in sigma]
moment_plus = [magneton * np.kron(one2, s) for s in sigma]
H_contact = -mu0 * density * sum(
    transverse[i, j] * moment_minus[i] @ moment_plus[j]
    for i in range(3) for j in range(3))
H_annihilation = (e * c * hbar) ** 2 * density / (
    eps0 * (2 * m * c**2) ** 2) * current_square
unit = alpha**4 * m * c**2


def spin_levels(H):
    return np.linalg.eigvalsh(H / unit)


contact_levels = spin_levels(H_contact)
annihilation_levels = spin_levels(H_annihilation)
total_levels = spin_levels(H_contact + H_annihilation)
# Tolerance covers rounding of the tabulated constants.
assert np.allclose(contact_levels[1:] - contact_levels[0], 1 / 3, atol=1e-7)
assert np.allclose(annihilation_levels[1:], 1 / 4, atol=1e-7)
assert np.allclose(total_levels[1:] - total_levels[0], 7 / 12, atol=1e-7)
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
singlet_energy = (singlet @ (H_contact + H_annihilation) @ singlet).real / unit
assert abs(singlet_energy - total_levels[0]) < 1e-10


# --- Virtual photon: pair mode (energy 1) coupled to a soft photon mode ---
def lowering(size):
    return np.diag(np.sqrt(np.arange(1, size)), 1)


photon_energy, strength = 0.05, 1e-7
coupling = np.sqrt(strength / (2 * photon_energy))
n_pair, n_photon = 5, 6
b, a = lowering(n_pair), lowering(n_photon)
H_modes = (np.kron(b.T @ b, np.eye(n_photon))
           + photon_energy * np.kron(np.eye(n_pair), a.T @ a)
           + coupling * np.kron(b + b.T, a + a.T))
mode_values, mode_vectors = np.linalg.eigh(H_modes)
vacuum_level = mode_values[np.argmax(abs(mode_vectors[0]))]
pair_level = mode_values[np.argmax(abs(mode_vectors[n_photon]))]
mode_shift = pair_level - vacuum_level - 1
# Tolerance covers fourth order in the coupling.
assert mode_shift > 0
assert abs(mode_shift / (strength / (1 - photon_energy**2)) - 1) < 2e-3


# --- Decay rate from covariant traces, unit of mass = muon mass ---
def slash(p):
    return sum(metric[k, k] * p[k] * gamma[k] for k in range(4))


def pair_tensor(p_particle, p_anti, mass):
    left = slash(p_anti) - mass * np.eye(4)
    right = slash(p_particle) + mass * np.eye(4)
    return np.array([[np.trace(left @ gamma[i] @ right @ gamma[j])
                      for j in range(4)] for i in range(4)])


def covariant_rate(mass_ratio):
    """Triplet rate into the light pair, in units of m c^2 / hbar."""
    beta = np.sqrt(1 - mass_ratio**2)
    rest = np.array([1.0, 0, 0, 0])
    heavy = pair_tensor(rest, rest, 1.0)
    mean_square = 0.0
    for n, w in zip(directions, direction_weights):
        k1 = np.concatenate([[1.0], beta * n])
        k2 = np.concatenate([[1.0], -beta * n])
        light = metric @ pair_tensor(k1, k2, mass_ratio) @ metric
        mean_square += w * np.einsum("ij,ji->", heavy, light).real
    mean_square *= (4 * np.pi * alpha) ** 2 / 4**2 / 3
    return alpha**3 / (8 * np.pi) * mean_square / 4 * beta / (8 * np.pi)


for ratio in (m_e / m_mu, 0.5, 0.8):
    formula = alpha**5 / 6 * mass_factor(ratio**2)
    assert abs(covariant_rate(ratio) / formula - 1) < 1e-9

test_beta, n = 0.6, np.array([2.0, -1.0, 2.0]) / 3
tensor = pair_tensor(np.concatenate([[1.0], test_beta * n]),
                     np.concatenate([[1.0], -test_beta * n]), 0.8)[1:, 1:] / 4
assert np.allclose(tensor, 2 * (np.eye(3) - test_beta**2 * np.outer(n, n)),
                   atol=1e-12)

# --- Worked example ---
r = (m_e / m_mu) ** 2
contact_hz = alpha**4 * m_mu * c**2 / 3 / h
annihilation_hz = alpha**4 * m_mu * c**2 / 4 / h
splitting_hz = contact_hz + annihilation_hz
positronium_hz = 7 / 12 * alpha**4 * m_e * c**2 / h
rate = alpha**5 * m_mu * c**2 / (6 * hbar) * mass_factor(r)
assert abs(binding(m_mu) / e / 1410 - 1) < 0.005
assert abs(splitting_hz / 42.3e12 - 1) < 0.002

print(f"fine-structure constant: {alpha:.9f}")
print(f"electron mass: {m_e:.6e} kg")
print(f"muon mass: {m_mu:.6e} kg")
print(f"muon rest energy: {m_mu*c**2/e/1e6:.4f} MeV")
print(f"mass ratio muon/electron: {m_mu/m_e:.4f}")
print(f"positronium binding, formula: {binding(m_e)/e:.4f} eV")
print(f"positronium binding, grid: {grid_B_ps:.4f} eV")
print(f"true muonium binding, formula: {binding(m_mu)/e:.2f} eV")
print(f"true muonium binding, grid: {grid_B_mu:.2f} eV")
print(f"true muonium Bohr radius a: {bohr_radius(m_mu)*1e15:.1f} fm")
print(f"reduced electron Compton length: {hbar/(m_e*c)*1e15:.1f} fm")
print(f"contact density, formula: {density:.4e} m^-3")
print(f"contact density, grid: {grid_density_mu:.4e} m^-3")
print(f"positronium splitting: {positronium_hz/1e9:.2f} GHz")
print(f"true muonium contact part: {contact_hz/1e12:.3f} THz")
print(f"true muonium annihilation part: {annihilation_hz/1e12:.3f} THz")
print(f"true muonium splitting: {splitting_hz/1e12:.3f} THz")
print(f"true muonium splitting as energy: {splitting_hz*h/e:.4f} eV")
print(f"splitting / (alpha^4 m c^2), spin matrix: "
      f"{total_levels[-1]-total_levels[0]:.6f}")
print(f"order estimate alpha*ln(m/m_e)/pi: "
      f"{100*alpha*np.log(m_mu/m_e)/np.pi:.2f} percent")
print(f"triplet rate to e+e-, formula: {rate:.4e} s^-1")
print(f"triplet rate to e+e-, traces: "
      f"{covariant_rate(m_e/m_mu)*m_mu*c**2/hbar:.4e} s^-1")
print(f"lifetime for this channel alone: {1e12/rate:.3f} ps")
print(f"triplet width Gamma/(2 pi): {rate/(2*np.pi)/1e9:.2f} GHz")
print(f"splitting / width: {splitting_hz/(rate/(2*np.pi)):.0f}")
print(f"squared mass ratio r: {r:.3e}")
print(f"electron-mass effect F - 1: {mass_factor(r)-1:.1e}")
print(f"F at test mass ratio 0.8: {mass_factor(0.64):.4f}")
print("checks complete")
```

It prints:

```
fine-structure constant: 0.007297353
electron mass: 9.109384e-31 kg
muon mass: 1.883532e-28 kg
muon rest energy: 105.6584 MeV
mass ratio muon/electron: 206.7683
positronium binding, formula: 6.8028 eV
positronium binding, grid: 6.8026 eV
true muonium binding, formula: 1406.61 eV
true muonium binding, grid: 1406.58 eV
true muonium Bohr radius a: 511.9 fm
reduced electron Compton length: 386.2 fm
contact density, formula: 2.3736e+36 m^-3
contact density, grid: 2.3730e+36 m^-3
positronium splitting: 204.39 GHz
true muonium contact part: 24.149 THz
true muonium annihilation part: 18.112 THz
true muonium splitting: 42.261 THz
true muonium splitting as energy: 0.1748 eV
splitting / (alpha^4 m c^2), spin matrix: 0.583333
order estimate alpha*ln(m/m_e)/pi: 1.24 percent
triplet rate to e+e-, formula: 5.5362e+11 s^-1
triplet rate to e+e-, traces: 5.5362e+11 s^-1
lifetime for this channel alone: 1.806 ps
triplet width Gamma/(2 pi): 88.11 GHz
splitting / width: 480
squared mass ratio r: 2.339e-05
electron-mass effect F - 1: -2.1e-10
F at test mass ratio 0.8: 0.7920
checks complete
```
